# Lang-Firsov Polaron Shift and Band Narrowing for an Oxide Hole, part 2

The question is whether a calculated valence band still describes hole transport once the lattice relaxes around the hole. The model has one spinless hole on equivalent sites, each with one vibrational mode of energy $\hbar\omega$ and lowering operator $b_i$:

$$
H=-t\sum_{\langle i,j\rangle}c_i^\dagger c_j
+\hbar\omega\sum_i b_i^\dagger b_i
+g\hbar\omega\sum_i n_i(b_i+b_i^\dagger).
\tag{1}
$$

Here $c_i^\dagger$ creates the hole, $n_i=c_i^\dagger c_i$, $t$ is the bare hopping energy and $g$ the dimensionless coupling. Energies are hole energies, measured from a hole on an undistorted site, without zero-point energy. Relaxation lowers the energy by $E_p=g^2\hbar\omega$.

With $S=g\sum_i n_i(b_i^\dagger-b_i)$,

$$
e^S b_i e^{-S}=b_i-g n_i,\qquad
e^S b_i^\dagger e^{-S}=b_i^\dagger-g n_i .
\tag{5}
$$

On an occupied site $e^S$ reduces to $D(g)=\exp[g(b^\dagger-b)]$, and a transformed hop from $j$ to $i$ carries $D_i(g)D_j(-g)$. For phonon number states $|n\rangle$,

$$
\langle n|D(g)|0\rangle=e^{-g^2/2}\frac{g^n}{\sqrt{n!}} .
\tag{10}
$$

At zero temperature and first order in $t$, the hopping and the bandwidth become

$$
\tilde t=t e^{-g^2}=t e^{-E_p/\hbar\omega}.
\tag{12}
$$

$$
W_{\rm pol}=W_{\rm bare}e^{-g^2}.
\tag{14}
$$

The bare band is $-t\gamma(\mathbf k)$, where $\gamma(\mathbf k)=\sum_{\boldsymbol\delta}\cos(\mathbf k\cdot\boldsymbol\delta)$ runs over the $z$ neighbour vectors $\boldsymbol\delta$. Through second order,

$$
E(\mathbf k)=-E_p-zA-\tilde t\gamma-J_2(\gamma^2-z).
\tag{19}
$$

The lowering per neighbour from hops out and back, $A$, and the two-step hopping, $J_2$, are

$$
A=\frac{t^2}{\hbar\omega}e^{-2g^2}\sum_{n\ge1}\frac{(2g^2)^n}{n\,n!}.
\tag{17}
$$

$$
J_2=\frac{t^2}{\hbar\omega}e^{-2g^2}\sum_{n\ge1}\frac{g^{2n}}{n\,n!}.
\tag{18}
$$

For large $g^2$, $J_2/\tilde t\simeq t/E_p$. Two sites split by $2\tilde t$ to first order; a triangle's levels are separated by $3\tilde t+3J_2$ through second order.

### Temperature

At finite temperature, the mean amplitude for a hop that leaves the phonon state unchanged can be found by averaging over the phonons at $t=0$. Let $\rho$ be the normalized thermal density operator of one mode, $r=e^{-\hbar\omega/k_BT}$, and $f(g)={\rm Tr}[\rho D(g)]$. Moving $\rho$ past a raising or lowering operator gives $\rho b^\dagger=r b^\dagger\rho$ and $\rho b=r^{-1}b\rho$. Equation (5), for an occupied site, gives $Db=(b-g)D$ and $Db^\dagger=(b^\dagger-g)D$.

Using the cyclic property of the trace,

$$
{\rm Tr}[\rho b^\dagger D]=r\,{\rm Tr}[\rho Db^\dagger]
=r\{{\rm Tr}[\rho b^\dagger D]-gf\},
$$

so ${\rm Tr}[\rho b^\dagger D]=-\bar n g f$, where $\bar n=r/(1-r)$ is the mean phonon number. In the same way,

$$
{\rm Tr}[\rho bD]=r^{-1}\{{\rm Tr}[\rho bD]-gf\}
=(\bar n+1)gf .
$$

Subtracting these results gives $df/dg=-(2\bar n+1)gf$. With $f(0)=1$, the solution is $f=\exp[-g^2(2\bar n+1)/2]$. Two sites contribute equal factors, and $2\bar n+1=\coth(\hbar\omega/2k_BT)$, so

$$
\frac{\langle t\rangle_T}{t}
=\exp\left[-g^2\coth\left(\frac{\hbar\omega}{2k_BT}\right)\right].
\tag{21}
$$

As $T\to0$ the hyperbolic cotangent tends to one and equation (12) returns. Equation (21) describes the mean coherent amplitude. It omits hops that absorb or emit phonons and therefore does not give the mobility.

### Distortion shared between sites

In an ionic oxide, the electric field of the hole also displaces ions near neighbouring sites. Let a hole on site $i$ couple to mode $m$ with real strength $g_m(i)$. Completing the square for each mode gives the energy shift $-\hbar\omega\sum_m g_m(i)^2$. A hop from $j$ to $i$ now contains $D_m[g_m(i)]D_m[-g_m(j)]$. Both exponents are multiples of $b_m^\dagger-b_m$, so they commute and add. Equation (10) then gives

$$
\frac{\tilde t}{t}=\exp\left\{-\frac12\sum_m[g_m(i)-g_m(j)]^2\right\}.
\tag{22}
$$

The shift depends on the whole distortion, whereas the narrowing depends on the part that must change. With local coupling, two modes each contribute $g^2/2$, and the exponent is again $g^2$. A two-site test with couplings $1.2$ to the near mode and $0.5$ to the far mode, at $t=0.001\,\hbar\omega$, gave a shift of $-1.69000\,\hbar\omega$ and a factor of $0.612626$. Equation (22) gives $e^{-(0.7)^2}=0.612626$.

For plane-wave modes, each pair $\pm\mathbf q$ can be replaced by two standing waves with couplings $\sqrt2|g_q|\cos(\mathbf q\cdot\mathbf R_i)$ and $\sqrt2|g_q|\sin(\mathbf q\cdot\mathbf R_i)$. Inserting them in equation (22), for a hop $\mathbf d$, gives the exponent $\sum_{\mathbf q}|g_q|^2[1-\cos(\mathbf q\cdot\mathbf d)]$. The potential of a longitudinal polarization wave is proportional to $1/q$ at fixed polarization amplitude, so take $|g_q|^2\propto1/q^2$ within a Debye sphere of radius $q_D$. Keep $\sum_{\mathbf q}|g_q|^2=g^2$, which fixes $E_p$. The factor $q^2$ in the volume element cancels $1/q^2$, and the angular average of the cosine is $\sin(qd)/(qd)$. With $y=q_Dd$, the exponent becomes

$$
g_{\rm polar}^2=g^2\left[1-\frac1y\int_0^y\frac{\sin u}{u}\,du\right].
\tag{23}
$$

### A hole in the regime of nickel oxide

Take $\hbar\omega=0.070$ eV, $E_p=0.35$ eV, $t=0.020$ eV and a cubic lattice constant of $0.42$ nm. The phonon energy and lattice constant are rough values for antiferromagnetic NiO. The relaxation energy and the size and sign of the hopping are assumptions, not fitted data. The example therefore shows what follows if the hole forms a small polaron with these parameters; it does not establish that holes in NiO do so.

The magnetic order fixes the lattice of the model. Nickel sites with parallel spins form triangular (111) sheets. If hopping between opposite spins is neglected, each site has six neighbours at $d=0.42/\sqrt2=0.297$ nm. With phases $\alpha$ and $\beta$ along two lattice directions, $\gamma=2[\cos\alpha+\cos\beta+\cos(\alpha-\beta)]$. Its maximum is $6$. Since $|1+e^{i\alpha}+e^{i\beta}|^2=3+\gamma$ cannot be negative, its minimum is $-3$, reached at $\alpha=-\beta=2\pi/3$. The bare width is therefore $9t=180$ meV.

The coupling is $g^2=0.35/0.070=5$, and the site energy shifts by $-0.35$ eV. The narrowing factor is $e^{-5}=0.00674$, so

$$
\tilde t=20\times0.00674=0.135\ {\rm meV},\qquad
W_{\rm pol}=180\times0.00674=1.21\ {\rm meV}.
$$

The bottom of the rigid-lattice band lies at $-6t=-0.12$ eV, which is $0.23$ eV above the first-order polaron level. This difference matters when parameters are extracted from total energies. The energy gained when a delocalized hole becomes localized is approximately $E_p-zt$, here $0.23$ eV, and not the $E_p$ that enters the exponent. Using $0.23$ eV there would give an exponent of $3.3$ instead of $5$.

Second-order returns lower the energy by $zA=3.9$ meV, about one per cent of $E_p$. The width is more sensitive. Here $J_2/\tilde t=0.073$, and equation (19) remains monotonic in $\gamma$ over the band. Through second order, its width relative to first order is $1+(6-3)(0.073)=1.22$, which gives $1.48$ meV. The change arises because $\gamma$ has unequal positive and negative limits; the quadratic term would not change the width of a monotonic band with symmetric limits. Its direction depends on the sign of $t$, which matters on a triangular lattice. For the opposite sign the second-order factor is $0.78$, the width is $0.95$ meV, and the bare band bottom lies at $-3|t|$. The values that follow are for positive $t$. Higher orders are not negligible here. For a triangle of sites at the same parameters, second order gives a level separation $1.07$ times the first-order one, whereas diagonalization gives $1.11$. The value $1.48$ meV is therefore a low estimate: continuing the same expansion for the triangular sheet through fourth order gives about $1.77$ meV.

Two sites have no second-order correction to their splitting, so their diagonalization examines higher orders. At $g^2=5$ and $\hbar\omega=0.070$ eV, the computed splitting is $1.02$ times the first-order (Lang-Firsov) value $2\tilde t$ for $t=0.020$ eV, but $2.34$ times that value for $t=0.140$ eV. Strong coupling alone therefore does not secure equation (14). The hopping must also be small enough for the higher-order terms to be small.

### What the result decides for an oxide device

The local-coupling assumption causes the largest change in bandwidth among the corrections sized here. For one mode per nickel site, $q_D^3=6\pi^2/(a^3/4)$, where $a$ is the cubic lattice constant. This gives $q_D=14.7$ nm$^{-1}$ and $y=4.38$. Equation (23) reduces the exponent from $5$ to $3.08$ at fixed $E_p$, and the first-order width rises from $1.2$ to $8.3$ meV, nearly sevenfold. Integrating over the face-centred-cubic zone instead of the sphere gives $3.10$ and $8.1$ meV. The comparison holds $E_p$ at the assumed $0.35$ eV. If $E_p$ is instead taken from the dielectric response, $E_p=e^2q_D(\epsilon_\infty^{-1}-\epsilon_s^{-1})/(4\pi^2\epsilon_0)$ with approximate values $\epsilon_\infty\approx5.7$ and $\epsilon_s\approx11.9$, it is about $0.6$ eV, the exponent is about $5.4$ and the first-order width is about $0.8$ meV. Higher orders in the hopping, not included in this width, raise it by about 28 per cent at second order and 55 per cent through fourth order, to about $12.9$ meV. For the opposite sign of $t$ they lower it instead, to about $7$ meV. Neither alters the comparisons below at $|t|=0.020$ eV, but the margin is small: at $t=0.030$ eV the polar width through fourth order is already about $26$ meV, comparable with the thermal energy at 300 K and with the potential-energy change per hop used below. Real NiO also has several phonon branches, mixed nickel and oxygen orbitals, spin fluctuations and defects, which this estimate leaves out.

At 300 K, equation (21) reduces the mean hop factor to $0.0033$, or $0.49$ of its zero-temperature value for local coupling. The thermal energy, $25.9$ meV, exceeds each of the polaron widths found above, so states throughout the band have comparable thermal weights and the mass at the band edge is a poor guide to transport.

An electric field gives a second criterion. At 1 MV/cm, which is $0.1$ V/nm, the potential energy changes by $29.7$ meV over one hop along the field. For motion within one band, conservation of band energy plus potential energy limits the semiclassical range to $W_{\rm pol}/(eF)$, where $F$ is the field. For each of the polaron widths found above this is less than one hop. Whether a given oxide film withstands such a field is a separate question. For another oxide, the same comparison must be made with that material's own hopping, relaxation energy and phonons.

For the present parameters, the rigid-lattice band should not be used as the transport band at room temperature or at this field. A calculation of the current must also include the phonon-assisted hops, which the narrowed band leaves out. The numerical output lists the first-order widths, the thermal energy and the potential-energy change per hop used in these comparisons.

## Computed results

```
Phonon quantum: 0.070 eV
Bare hopping t: 0.020 eV
Coupling g^2: 5.000 (dimensionless)
Coupling g: 2.2361 (dimensionless)
Polaron energy shift: -0.3500 eV
Bare band bottom: -0.1200 eV
One-site overlap: 0.082085 (dimensionless)
Narrowing factor: 0.006738 (dimensionless)
Polaron hopping: 0.1348 meV
Bare bandwidth: 180.00 meV
Polaron bandwidth, first order: 1.2128 meV
Two-step hop J2: 0.00986 meV
J2 / polaron hopping: 0.0732 (dimensionless)
Large-g estimate t/E_p: 0.0571 (dimensionless)
Return-hop lowering z A: 3.875 meV
Bandwidth through second order: 1.4790 meV
Second/first-order bandwidth: 1.2195 (dimensionless)
Two-site exact/LF splitting, t=0.020 eV: 1.0217
Two-site exact/LF splitting, t=0.140 eV: 2.3394
Cubic lattice constant: 0.420 nm
Hop distance: 0.2970 nm
Debye wave number: 14.732 1/nm
Debye product y: 4.3751 (dimensionless)
Polar exponent fraction: 0.6157 (dimensionless)
Polar exponent: 3.0787 (dimensionless)
Polar narrowing factor: 0.04602 (dimensionless)
Polar bandwidth: 8.284 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal mean hop factor: 0.003298 (dimensionless)
Thermal/zero-T factor: 0.4894 (dimensionless)
Electric field: 1.0 MV/cm
Potential-energy drop per hop: 29.70 meV
Two-site test hopping: 0.001 phonon quanta
Two-site g^2=0.5: shift -0.50000 quanta, factor 0.606530
Two-site g^2=2.0: shift -2.00000 quanta, factor 0.135335
Two-site g^2=4.0: shift -4.00000 quanta, factor 0.018316
Nonlocal test couplings: 1.2, 0.5 (dimensionless)
Nonlocal exact shift: -1.69000 phonon quanta
Nonlocal exact factor: 0.612626 (dimensionless)
Nonlocal formula factor: 0.612626 (dimensionless)
Three-site test: t=0.02 quanta, g^2=0.5
Three-site odd part: 0.0121232 phonon quanta
Formula t exp(-g^2): 0.0121306 phonon quanta
Three-site J2: 8.3818e-05 phonon quanta
Formula J2: 8.3899e-05 phonon quanta
Three-site A: 1.9401e-04 phonon quanta
Formula A: 1.9393e-04 phonon quanta
```
